# Tunnelling exponent along a permittivity–barrier line at fixed equivalent thickness

## Problem

A gate insulator with a higher permittivity can be made thicker at the same capacitance, which hinders tunnelling. Such insulators tend to have a smaller band gap and a lower barrier for electrons, which helps tunnelling. Model this trade-off by a straight line between two end points,

$$k(x)=k_0+\Delta k\,x,\qquad \varphi(x)=\varphi_0-\Delta\varphi\,x,\qquad 0\le x\le 1,$$

where $k$ is the relative permittivity and $\varphi$ is the barrier height in eV, measured from the energy of the tunnelling electron to the conduction-band edge of the insulator. The line runs from $k_0=3.9$, $\varphi_0=3.1$ eV to $k_1=20$, $\varphi_1=1.5$ eV, so $\Delta k=16.1$ and $\Delta\varphi=1.6$ eV.

The equivalent oxide thickness is held at $d=1$ nm: every film has the capacitance per area of a film 1 nm thick with permittivity $k_0$. The tunnelling mass is $m=0.4$ electron masses for all $x$, except in part (d).

(a) Write the WKB tunnelling exponent $S(x)$ for a flat barrier and show that it has no maximum inside $0<x<1$.

(b) Continue the line beyond $x=1$. Where is $S$ stationary?

(c) Let a voltage $V<1.5$ V drop across the insulator, the same for all $x$. Up to which $V$ does the statement of part (a) survive?

(d) Return to $V=0$ and let the mass fall linearly from $m_0$ at $x=0$ to $m_1$ at $x=1$. Which ratios $m_1/m_0$ leave the statement intact?

(e) Estimate how other neglected effects bear on the result.

## Solution

### (a) The flat barrier

**Thickness.** The capacitance per area of a film of thickness $t$ is $\varepsilon_0k/t$. Setting it equal to $\varepsilon_0k_0/d$ gives

$$t(x)=d\,\frac{k(x)}{k_0}.$$

**Exponent.** Inside the barrier the wave function decays at the local rate $\kappa=\sqrt{2m\varphi}/\hbar$. Over the film its amplitude falls by $\exp(-\int\kappa\,dz)$, and the transmission probability by the square of this. Hence $T\sim e^{-S}$ with

$$S=2\int_0^t\kappa\,dz=\frac{2t\sqrt{2m\varphi}}{\hbar}
=\frac{2d\sqrt{2m}}{\hbar k_0}\;k(x)\sqrt{\varphi(x)} .$$

A large $S$ means little tunnelling. At fixed $d$ and $m$, $S$ is proportional to $k\sqrt\varphi$: the permittivity enters to the first power through the thickness, the barrier through its square root.

**Slope.** Since $S>0$, the sign of $dS/dx$ is that of $d\ln S/dx$. From $\ln S=\text{const}+\ln k+\tfrac12\ln\varphi$, with $k'=\Delta k$ and $\varphi'=-\Delta\varphi$,

$$L(x)\equiv\frac{d\ln S}{dx}=\frac{\Delta k}{k(x)}-\frac{\Delta\varphi}{2\varphi(x)} .$$

The first term is the gain from thickness, the second the loss from the lower barrier. Differentiating once more,

$$L'(x)=-\frac{(\Delta k)^2}{k^2}-\frac{(\Delta\varphi)^2}{2\varphi^2}<0 .$$

So $L$ decreases strictly, and its smallest value on the interval is at $x=1$:

$$L(1)=\frac{16.1}{20}-\frac{1.6}{2\times1.5}=0.8050-0.5333=0.2717>0 .$$

Therefore $L>0$ on the whole interval and $S$ rises strictly with $x$. An interior maximum would need $L=0$ at an interior point, and there is none. The largest exponent lies at the end $k=20$.

Comparing the two end values of $S$ would not suffice, because a curve can end higher than it started and still pass through a maximum. The decreasing slope is what allows one sign at $x=1$ to settle the question. The condition

$$\frac{\Delta k}{k_1}\ \ge\ \frac{\Delta\varphi}{2\varphi_1}$$

depends on the end points chosen. With the other values unchanged, it fails once the barrier at the end of the line is below 1.19 eV, only about 0.3 eV under the value used here.

**Numbers.** For one electron mass and a barrier of 1 eV the decay rate is $5.1232\ \text{nm}^{-1}$, so

$$S(0)=2\times5.1232\times\sqrt{0.4\times3.1}\times1.000=11.41,$$
$$S(1)=2\times5.1232\times\sqrt{0.4\times1.5}\times5.128=40.70 .$$

| $k$ | $\varphi$ (eV) | $t$ (nm) | $S$ |
|---|---|---|---|
| 3.9 | 3.1 | 1.00 | 11.4 |
| 7.9 | 2.7 | 2.03 | 21.6 |
| 12.0 | 2.3 | 3.06 | 30.1 |
| 16.0 | 1.9 | 4.10 | 36.6 |
| 20.0 | 1.5 | 5.13 | 40.7 |

The thickness grows by a factor 5.13, while $\sqrt\varphi$ shrinks by $\sqrt{1.5/3.1}=0.70$; the product is the ratio 3.57 between the two ends. The steps between rows shrink from 10.2 to 4.1, so the benefit per step declines: the first half of the line brings about 64 % of the total gain in $S$.

### (b) The stationary point of the extended line

Setting $L=0$ and multiplying by $2k\varphi$ gives

$$2\Delta k(\varphi_0-\Delta\varphi\,x)=\Delta\varphi(k_0+\Delta k\,x).$$

Collecting the terms in $x$,

$$2\Delta k\,\varphi_0-\Delta\varphi\,k_0=3\,\Delta k\,\Delta\varphi\,x,
\qquad
x^*=\frac{2\varphi_0\Delta k-k_0\Delta\varphi}{3\,\Delta k\,\Delta\varphi}.$$

With the numbers, $x^*=(99.82-6.24)/77.28=1.211$. There $k=23.4$ and $\varphi=1.16$ eV. Because $L$ decreases through zero, this point is a maximum. The model therefore does contain an optimum, but it lies beyond the given end point.

### (c) A voltage across the insulator

At fixed displacement field $D$ the voltage is $V=Dt/(\varepsilon_0k)=Dd/(\varepsilon_0k_0)$, which does not depend on $x$. Comparing films at equal $V$ is thus the same as comparing them at equal $D$.

The barrier now falls linearly from $\varphi$ at the injecting side to $\varphi-V$ at the far side, with $V$ in volts and energies in eV. For $V<1.5$ V the electron stays below the band edge throughout the film, for every $x$. With $u=z/t$,

$$S=\frac{2t\sqrt{2m}}{\hbar}\int_0^1\!\sqrt{\varphi-Vu}\;du
=\frac{2t\sqrt{2m}}{\hbar}\;\frac{2}{3V}\left[\varphi^{3/2}-(\varphi-V)^{3/2}\right].$$

Write $a=\sqrt{\varphi}$ and $b=\sqrt{\varphi-V}$. Then $V=a^2-b^2=(a-b)(a+b)$ and $a^3-b^3=(a-b)(a^2+ab+b^2)$, so the factor $a-b$ cancels:

$$S=\frac{4t\sqrt{2m}}{3\hbar}\;\frac{a^2+ab+b^2}{a+b}.$$

For $V\to0$, $b\to a$ and the fraction becomes $3a/2$, which restores the result of part (a).

The slope is easiest from the form with the bracket $a^3-b^3$. At constant $V$ its derivative is $\tfrac32(a-b)\varphi'=-\tfrac32(a-b)\Delta\varphi$. Dividing by $a^3-b^3$ and adding the thickness term,

$$L(x)=\frac{\Delta k}{k}-\frac{3\,\Delta\varphi}{2\,(a^2+ab+b^2)} .$$

As $x$ grows, $a$ and $b$ both fall, so the subtracted term grows while the first term shrinks. $L$ again decreases strictly, and the sign at $x=1$ decides. The statement survives if, at $x=1$,

$$a^2+ab+b^2\ \ge\ Q,\qquad Q=\frac{3\,\Delta\varphi\,k_1}{2\,\Delta k}=\frac{3\times1.6\times20}{2\times16.1}=2.981\ \text{eV}.$$

Here $a^2=\varphi_1$ is fixed and $b$ falls as $V$ rises, so the left side falls with $V$ and there is one critical voltage. Equality is the quadratic $b^2+\sqrt{\varphi_1}\,b+\varphi_1-Q=0$, whose positive root is

$$b_c=\frac{-\sqrt{\varphi_1}+\sqrt{4Q-3\varphi_1}}{2}=\frac{-1.225+2.725}{2}=0.750\ \sqrt{\text{eV}} .$$

Therefore

$$V_c=\varphi_1-b_c^2=1.5-0.563=0.94\ \text{V}.$$

For $V\le V_c$ the exponent has no interior maximum. For $V_c<V<1.5$ V it has one: $L(1)$ is then negative, while $L(0)$ is positive, since $\Delta k/k_0=4.13$ and the subtracted term at $x=0$ is below $\tfrac32\Delta\varphi/\varphi_0=0.77$.

The voltage matters mainly because it lowers the average barrier by $V/2$ at every $x$. A given loss $\Delta\varphi$ is then a larger fraction of what remains. A uniform lowering by $V/2$ alone would put the critical voltage at 1.01 V; the tilt of the barrier brings it down to 0.94 V.

At 0.5 V the slope at the end is $L(1)=0.161$, and $S$ rises from 10.9 to 37.1. At 1.2 V the slope at the end is $-0.166$. The maximum then sits at $x=0.933$, $k=18.9$, with $S=31.05$ against 30.88 at $k=20$. This maximum is very flat: the difference of 0.17 changes $e^{-S}$ by a factor of about 1.2.

**Does the prefactor matter?** The relation $T\sim e^{-S}$ leaves out a prefactor that also varies with $x$. To judge it, the Schrödinger equation was solved numerically through the same barriers, with the mass 0.4 everywhere and a kinetic energy of 0.2 eV in the injecting electrode. At 0 and at 0.5 V, $-\ln T$ rises all along the line, as $S$ does. At 1.2 V it has an interior maximum at $x=0.94$, close to that of $S$. When $d$ is doubled from 1 to 2 nm, the increase of $-\ln T$ agrees with the increase of $S$ to within about 0.005 % of the latter, at $x=0$, 0.5 and 1 and at both lower voltages. The prefactor thus hardly depends on thickness in these cases.

### (d) A mass that falls along the line

With $m(x)=m_0-(m_0-m_1)x$ and $V=0$, $S$ is proportional to $k\sqrt{m\varphi}$ and

$$L(x)=\frac{\Delta k}{k}-\frac{\Delta\varphi}{2\varphi}-\frac{m_0-m_1}{2m}.$$

For $m_1<m_0$ the new term grows in size with $x$, so $L$ still decreases strictly. Let $s$ be the slope at $x=1$ for constant mass. The condition $L(1)\ge0$ reads

$$\frac12\left(\frac{m_0}{m_1}-1\right)\le s
\quad\Longrightarrow\quad
\frac{m_1}{m_0}\ge\frac{1}{1+2s}=\frac{1}{1+2\times0.2717}=0.648 .$$

A mass that falls by more than about 35 % therefore creates an interior maximum. If it falls from 0.4 to 0.2, the maximum lies at $x=0.863$, $k=17.8$, with $S=29.2$ against 28.8 at $k=20$.

Voltage and mass act together. The mass enters $S$ through the same factor $\sqrt m$ at any $V$, so the formula holds with the slope $s$ taken at that voltage. At 0.5 V, $s=0.161$ and the smallest allowed ratio rises to $1/1.321=0.76$.

### (e) Other neglected effects

These estimates are for $V=0$, and each effect is taken alone.

**Lower barrier everywhere.** Electrons that sit higher in energy by a fixed amount $\delta$ see the barrier $\varphi-\delta$ at each $x$. The end-point condition becomes $\Delta k/k_1\ge\Delta\varphi/[2(\varphi_1-\delta)]$, or

$$\delta\le\varphi_1-\frac{k_1\Delta\varphi}{2\Delta k}=1.5-0.994=0.506\ \text{eV}.$$

**Image force.** An electron between two metal planes is attracted by its images. At mid-layer, the images of opposite sign lie at distances $t,3t,5t,\dots$ on both sides and those of equal sign at $2t,4t,\dots$. The series $1-\tfrac12+\tfrac13-\dots=\ln2$ appears twice, once for each side, and a factor $\tfrac12$ enters because the images are induced by the electron itself. The barrier is lowered there by

$$\frac{e^2\ln2}{4\pi\varepsilon_0\,k_{\text{opt}}\,t}.$$

The optical permittivity $k_{\text{opt}}$ is used because the ions are taken as too slow to follow the electron. With rough values from 2.1 to 4.0 along the line, the lowering is about 0.48 eV at $x=0$ but only 0.05 eV at $x=1$, where the film is thicker and $k_{\text{opt}}$ is larger. With the full image profile, $S$ runs from about 8 to 38 and still rises throughout. The thin film loses more barrier height, but $S$ falls by about 3.0 at both ends. The image force slightly narrows the range of the statement: with the same profile, the critical voltage of part (c) falls from 0.94 to about 0.88 V. Silicon screens less than a metal, so for a silicon electrode these shifts are overestimates.

**Band gap.** A decay rate that vanishes at both edges of the gap $E_g$ is modelled by $\kappa^2=(2m\varphi/\hbar^2)(1-\varphi/E_g)$. This multiplies $S$ by $\sqrt{1-\varphi/E_g}$. For a gap falling linearly from 9.0 to 5.8 eV (rough values), $\varphi/E_g$ falls from 0.34 to 0.26. It does so steadily, because the ratio of two linear functions has a derivative of one sign. The extra factor thus rises, and so does $S$, from about 9 to 35.

**Interlayer.** If a film with $k_0$ and $\varphi_0$ takes up half of $d$, the exponent is $\tfrac12S(0)+\tfrac12S(x)$. It reaches 26.1 instead of 40.7 at $x=1$. A constant plus a rising function still rises, so at $V=0$ the location of the maximum is unchanged. With a voltage $V$ across both layers, the interlayer takes half of the drop. If it lies on the injecting side, the barrier in the second film runs from $\varphi-V/2$ to $\varphi-V$. The condition of part (c), with $a^2=\varphi_1-V/2$ and $b^2=\varphi_1-V$, then gives a lower critical voltage of about 0.67 V.

**Temperature.** An electron thermally raised by $E$ pays $E/k_BT$ and gains a lower barrier. Its total exponent is $E/k_BT+S\sqrt{1-E/\varphi}$. This is a concave function of $E$, so its minimum lies at an end of the range: either $E=0$, with exponent $S$, or $E=\varphi$, with exponent $\varphi/k_BT$. At $x=1$ and 400 K the second is 43.5, only a little above $S=40.7$. They are equal at

$$T=\frac{\varphi_1}{k_BS(1)}=428\ \text{K}.$$

Somewhat above this temperature, emission over the barrier wins near $x=1$. Its exponent falls with $x$, so the smaller of the two exponents has an interior maximum where they cross. Prefactors are ignored here and shift this temperature. When the WKB current is summed over all energies, the two channels become equal near 435 to 440 K, but the total current has an interior minimum already from about 420 to 425 K: the thermal exponent falls with $x$ about four times faster than $S$ rises, so a minority share of thermal current is enough.

**Traps.** A trap at mid-layer, level with the electron, splits the path into two hops of exponent $S/2$, which is 20.4 at $x=1$. If such traps are present for all $x$, the curve is halved but keeps its shape. If they occur only near $x=1$, that end still has 20.4 against 11.4 at $x=0$, but it falls below the middle of the line, where $S=30.1$.

### Beside a real gate stack

The end points are rough values for silica and for a hafnium-based oxide on silicon, and $d=1$ nm is in the range used in scaled transistors. One assumption that does not hold well in such devices is the constant mass. Rough values for hafnium oxide are 0.1 to 0.2 electron masses, well below the 0.4 used here. With 0.2 at that end, $S(1)$ drops from 40.7 to 28.8 and, by part (d), the model does acquire an interior maximum. That maximum is shallow: $e^{-S}$ at $k=20$ is only about 1.6 times its smallest value on the line. With 0.1 it is not shallow: $S$ peaks at 24.5 near $k=14.4$ and falls to 20.4 at $k=20$, which raises $e^{-S}$ by a factor of about 65. In both cases the high-permittivity end still has a clearly larger exponent than the silica end. Real mixed oxides also need not follow straight lines in $k$ and $\varphi$.

At 0.5 V the field is 5.0 MV/cm in the silica-like film and 0.97 MV/cm at $k=20$. Rough breakdown fields are 10 MV/cm for silica and 4 to 5 MV/cm for hafnium oxide, so both ends stay below them. At $V_c$ the silica-like film would carry 9.4 MV/cm, close to its rough limit.

Within this model, choosing the highest permittivity on the line gives the least direct tunnelling at fixed $d$ if the mass is constant, the insulator is a single film without an interlayer, and the voltage across it is below about 0.9 V. The two limits tighten each other: the mass may fall along the line by at most 24 % at 0.5 V and 11 % at 0.8 V. The rough masses quoted for hafnium oxide lie outside these limits, so for that material the best composition may lie before the end of the line. The limit of 0.9 V also assumes that 3.1 and 1.5 eV are measured from the energy of the electron. If they are offsets from the silicon band edge and the electrons sit higher by $\delta$, as in a confined channel, the condition of part (c) with $a^2=\varphi_1-\delta$ gives a critical voltage of 0.76 V for $\delta=0.1$ eV and 0.58 V for $\delta=0.2$ eV. The maximum is then still shallow: for $\delta=0.2$ eV at 0.9 V it exceeds the end value of $S$ by about 0.2. Where traps or thermal emission carry the current, the rule need not hold either. The main computed values are listed in the numerical output below.

## Calculated quantities

```
EOT 1.0 nm; mass 0.4 electron masses
kappa for unit mass and 1 eV: 5.1232 1/nm
x | k | phi (eV) | t (nm) | S at 0 V | S at 0.5 V
0.00 | 3.900 | 3.10 | 1.000 | 11.41 | 10.94
0.25 | 7.925 | 2.70 | 2.032 | 21.64 | 20.60
0.50 | 11.950 | 2.30 | 3.064 | 30.11 | 28.41
0.75 | 15.975 | 1.90 | 4.096 | 36.59 | 34.06
1.00 | 20.000 | 1.50 | 5.128 | 40.70 | 37.09
ratio S(x=1)/S(x=0) at 0 V: 3.567
x=0: dk/k 4.1282, dphi/(2 phi) 0.2581, slope of ln S 3.8701
x=1: dk/k 0.8050, dphi/(2 phi) 0.5333, slope of ln S 0.2717
stationary point x*: 1.2109 (outside the range)
  k there 23.40, phi 1.163 eV
a^2+ab+b^2 needed at x=1: 2.9814 eV
b at the critical voltage: 0.7501 root-eV
critical oxide voltage: 0.9373 V
slope of ln S at x=1, 0.5 V: 0.1607
slope of ln S at x=1, 1.2 V: -0.1663
maximum at 1.2 V: x 0.933, k 18.93, S 31.051
  S at x=1, 1.2 V: 30.884
  maximum of -ln T, Schroedinger: x 0.94
worst WKB error, EOT doubled: 0.005 %
smallest allowed end-mass ratio: 0.6479
mass 0.4 to 0.2: maximum at x 0.863, k 17.79
  S there 29.23, S at x=1 28.78
optical permittivities: 2.1 to 4.0
image lowering at mid-layer, x=0: 0.475 eV, S 8.45
image lowering at mid-layer, x=1: 0.049 eV, S 37.72
two-band S, gaps 9.0 to 5.8 eV: 9.24 to 35.05
S at x=1 with 0.5 nm silica interlayer: 26.06
tolerated uniform barrier lowering at 0 V: 0.506 eV
thermal exponent at x=1, 400 K: 43.52
temperature where it equals S at x=1: 428 K
S per hop with a mid-layer trap, x=1: 20.35
oxide field at 0.5 V, x=0: 5.00 MV/cm
oxide field at 0.5 V, x=1: 0.97 MV/cm
```
